# Does a saturated silicon photomultiplier beat the Poisson limit on light?

**Question**

I am modelling the energy resolution of a fast plastic scintillator read out by a silicon photomultiplier (SiPM). The device is 3 mm × 3 mm with 75 µm cells, so it has $N=1600$ cells. An electron that deposits 2 MeV should give on average 2400 detected photons, more than there are cells. A cell hit twice in the same pulse fires once.

My model gives a mean of 1243 fired cells with a standard deviation of 16.65. Poisson statistics would give $\sqrt{1243}=35.26$. The relative fluctuation is $16.65/1243=1.34\,\%$, whereas an ideal counter of 2400 Poisson photons has $1/\sqrt{2400}=2.04\,\%$.

Does saturation therefore improve the photon-number resolution? If I correct the mean response for its nonlinearity, may I quote 1.34 % as the resolution?

**Answer**

No. The 1.34 % describes how well the number of fired cells repeats, not how well it tells you the amount of light. Suppose the flash were so bright that every cell fired every time. The fluctuation would be zero, and so would your ability to tell that flash from one twice as bright. The spread of a reading has to be compared with how far the reading moves when the light changes.

**The model and the law of the fired cells**

Call a detected photon a potential trigger if it would fire a fully charged cell. Let $K$ be the number of potential triggers in a pulse, Poisson distributed with mean $\mu$, and let $x=\mu/N$ be the load per cell. In your example

$$\mu=2000\ \text{keV}\times10\ \text{keV}^{-1}\times0.30\times0.40=2400,\qquad x=\frac{2400}{1600}=1.5 ,$$

where the factors are deposited energy, light yield, light collection and detection efficiency. I assume equal cells, even illumination, a pulse short compared with cell recovery, and no crosstalk, afterpulses or dark counts. Their effects are sized further down.

Each trigger lands in any cell with probability $1/N$. The probability that the cells receive $k_1,\dots,k_N$ triggers, with $\sum k_i=K$, is the Poisson probability of $K$ times the multinomial probability of that arrangement:

$$e^{-\mu}\frac{\mu^K}{K!}\;\frac{K!}{\prod_i k_i!}\,\frac{1}{N^K}=\prod_{i=1}^N e^{-x}\frac{x^{k_i}}{k_i!}.$$

The $K!$ cancels, $(\mu/N)^K$ splits into factors $x^{k_i}$, and $e^{-\mu}$ into $N$ factors $e^{-x}$. The cells are therefore independent, each with a Poisson number of triggers of mean $x$. A cell stays silent with probability $e^{-x}$ and fires with probability $p=1-e^{-x}$, so the number $n$ of fired cells is binomial:

$$\langle n\rangle=N(1-e^{-x}),\qquad \mathrm{Var}\,n=Np(1-p)=N e^{-x}(1-e^{-x}).$$

Hence $\mathrm{Var}\,n/\langle n\rangle=e^{-x}$, which is 0.223 here. The count really is sub-Poisson, and your 1243 and 16.65 are right for this model.

**From fired cells back to light**

If the mean light level changes by a small $\delta\mu$, the mean reading changes by

$$\delta\langle n\rangle=\frac{d\langle n\rangle}{d\mu}\,\delta\mu=N e^{-x}\,\frac{1}{N}\,\delta\mu=e^{-x}\,\delta\mu .$$

At your load one extra potential trigger adds only 0.223 fired cells on average. A fluctuation of $n$ is thus read as a fluctuation of $\mu$ that is $e^{x}$ times larger:

$$\sigma_\mu=\frac{\sqrt{N e^{-x}(1-e^{-x})}}{e^{-x}}=\sqrt{N e^{x}(1-e^{-x})}=\sqrt{N(e^{x}-1)} .$$

An ideal counter would read $K$ itself and have the error $\sqrt{\mu}=\sqrt{Nx}$. The ratio of the variances is

$$F=\frac{\sigma_\mu^2}{\mu}=\frac{e^{x}-1}{x}=1+\frac{x}{2}+\frac{x^2}{6}+\dots>1\qquad(x>0).$$

With your numbers, $\sigma_\mu=16.65/0.2231\approx74.6$ triggers against an ideal 49.0. The variance is 2.32 times the ideal one, and the error 1.52 times.

The same quantity $F$ links your figure to the correct one. On a relative scale the response is

$$\frac{d\ln\langle n\rangle}{d\ln\mu}=\frac{\mu e^{-x}}{N(1-e^{-x})}=\frac{x}{e^{x}-1}=\frac1F ,$$

so a 1 % change of light moves the reading by only $1/F$ per cent. The relative spread of the reading is

$$\frac{\sqrt{\mathrm{Var}\,n}}{\langle n\rangle}=\sqrt{\frac{e^{-x}}{N(1-e^{-x})}}=\frac{1}{\sqrt{N(e^x-1)}}=\frac{1}{\sqrt{\mu F}},$$

and multiplication by $F$ gives the relative error of the light, $\sqrt{F/\mu}$. The naive figure lies below $1/\sqrt\mu$ by the factor $\sqrt F$, and the true one lies above it by the same factor. Here $1.34\,\%\times2.32=3.11\,\%$. If light is proportional to deposited energy, the standard deviation at 2 MeV is 62 keV, against 41 keV for the ideal counter; the naive figure would have suggested 27 keV.

At small load $F\approx1+x/2$, and the device approaches an ideal counter. At large load $F\approx e^x/x$: the fluctuations shrink, but the slope shrinks faster.

**Could a better analysis recover the loss?**

Correcting the mean response means inverting it:

$$\hat\mu=-N\ln\!\left(1-\frac nN\right).$$

This puts the average in the right place up to a small bias given below, but it also stretches the fluctuations by the inverse slope. To see whether another estimator could do better, take the part of the binomial log-likelihood that depends on $\mu$, namely $n\ln p+(N-n)\ln(1-p)$. Its derivative is

$$\frac{dp}{d\mu}\left[\frac np-\frac{N-n}{1-p}\right]=\frac{dp}{d\mu}\,\frac{n-Np}{p(1-p)},\qquad \frac{dp}{d\mu}=\frac{e^{-x}}{N}.$$

The Fisher information is the variance of this derivative:

$$I=\frac{e^{-2x}}{N^2}\,\frac{Np(1-p)}{p^2(1-p)^2}=\frac{e^{-2x}}{N\,e^{-x}(1-e^{-x})}=\frac{1}{N(e^{x}-1)} .$$

By the Cramér–Rao inequality, no estimator built on $n$ whose mean follows $\mu$ with unit slope at the working point has a variance below $1/I=N(e^x-1)$, which is the value already found. (No estimator is unbiased at every $\mu$: the mean of any function of $n$ is a polynomial in $p$ and stays finite, while $\mu=-N\ln(1-p)$ diverges as $p\to1$.) Knowing which cells fired would not help under even illumination: a given pattern with $n$ fired cells has probability $p^n(1-p)^{N-n}$, which depends on the pattern through $n$ alone.

The logarithmic inversion comes close to this value when the mean number of silent cells, $Ne^{-x}$, is large. Its curvature produces a small bias. With $f=n/N$, the second derivative of $-N\ln(1-f)$ is $N/(1-f)^2\approx Ne^{2x}$, and $\mathrm{Var}\,f=e^{-x}(1-e^{-x})/N$, so to leading order

$$\langle\hat\mu\rangle-\mu\approx\tfrac12\,Ne^{2x}\,\frac{e^{-x}(1-e^{-x})}{N}=\frac{e^x-1}{2}.$$

Here about 357 cells stay silent. The exact distribution of $n$ gives a bias of 1.74 triggers and a spread of 74.8, close to the leading-order 74.6. The case $n=N$, where the logarithm diverges, has to be excluded; its probability $p^N$ is negligible here. When only a few cells stay silent, the local error formula itself fails.

**Why no such readout can beat the limit**

The conclusion does not rest on the binomial law. Let $S$ be any signal whose distribution at given $K$ does not depend on $\mu$, and let $s_K$ be its mean at given $K$. With Poisson weights $w_K=e^{-\mu}\mu^K/K!$,

$$\frac{dw_K}{d\mu}=w_K\left(\frac K\mu-1\right)=w_K\,\frac{K-\mu}{\mu},$$

and therefore

$$\frac{d\langle S\rangle}{d\mu}=\frac1\mu\sum_K w_K(K-\mu)s_K=\frac{\mathrm{Cov}(S,K)}{\mu}.$$

The Cauchy–Schwarz inequality gives $\mathrm{Cov}(S,K)^2\le\mathrm{Var}\,S\;\mathrm{Var}\,K=\mu\,\mathrm{Var}\,S$. Provided the slope is not zero,

$$\frac{\mathrm{Var}\,S}{(d\langle S\rangle/d\mu)^2}=\frac{\mu^2\,\mathrm{Var}\,S}{\mathrm{Cov}(S,K)^2}\ge\mu,\qquad F=\frac{1}{\rho^2},$$

where $\rho$ is the correlation coefficient of signal and trigger number. A quiet signal is useful only in so far as it follows $K$. For the saturated device $\mathrm{Cov}(n,K)=\mu e^{-x}$, and $\rho^2=x/(e^x-1)$, in agreement with the direct result. Crosstalk, gain spread and partial recovery also fall under this bound, as long as they act on the triggers in a way that does not depend separately on $\mu$.

**Where the extra noise comes from**

Hold $K$ fixed and look at the silent cells. A given cell is silent with probability $q_1=(1-1/N)^K$, and two given cells are both silent with probability $q_2=(1-2/N)^K$. The variance of the number of silent cells equals that of $n$:

$$\mathrm{Var}(n|K)=Nq_1+N(N-1)q_2-N^2q_1^2=N(q_1-q_2)+N^2(q_2-q_1^2).$$

For large $N$ at $K=Nx$, expanding the logarithms gives $q_1^2\approx e^{-2x}(1-x/N)$ and $q_2\approx e^{-2x}(1-2x/N)$. The second term becomes $-Nxe^{-2x}$, while the first is $N(e^{-x}-e^{-2x})$. Thus

$$\mathrm{Var}(n|K)\approx Ne^{-2x}(e^x-1-x).$$

Division by the squared slope $e^{-2x}$ leaves $N(e^x-1-x)$. This is the noise from the random number of triggers lost in multiply hit cells. The full variance is then

$$N(e^x-1)=\underbrace{\mu}_{\text{arrival of light}}+\underbrace{N(e^x-1-x)}_{\text{random multiple hits}} .$$

In the example the two errors are 49.0 and 56.3 triggers, and $\sqrt{49.0^2+56.3^2}=74.6$. Saturation has not removed the Poisson noise of the light. It has compressed it together with the response and added noise of its own.

This also settles what "photon-number resolution" should mean, because each quantity has its own benchmark:

- For the mean light level, and hence the energy, the ideal error is $\sqrt\mu$, and saturation raises it to $\sqrt{N(e^x-1)}$.
- For the actual $K$ in one pulse, a perfect counter has zero error. If $\mu$ is known beforehand, the error left after reading $n$ is $\sqrt{\mu(1-1/F)}$, which is 37 triggers here. If $K$ is inferred from $n$ alone, saturation gives $\sqrt{N(e^x-1-x)}$. At small $x$ this is about $\sqrt{\mu x/2}$, less than $\sqrt\mu$, but $\sqrt\mu$ is not the limit for this task.
- For a source that emits a fixed number of photons, each detected with efficiency $\varepsilon$, $K$ is binomial with variance $\mu(1-\varepsilon)$. This replaces $\mu$ as the arrival term. With 6000 photons on the device and $\varepsilon=0.40$, the error is 67.9 triggers, against 37.9 for an unsaturated counter with the same efficiency.

In each of the three cases saturation adds error.

**More light or more cells?**

With $N$ fixed, the squared relative error is $(e^x-1)/(Nx^2)$. Setting its derivative to zero gives

$$x^2e^x-2x(e^x-1)=0\quad\Longrightarrow\quad xe^x=2(e^x-1),$$

with the positive root $x=1.594$. Your load of 1.5 lies almost at this minimum, which is 3.11 % for 1600 cells. Beyond it, more light makes the relative resolution worse, while the naive figure keeps improving. For $N=1600$:

| $x$ | naive % | ideal % | true % | $F$ |
|---|---|---|---|---|
| 0.25 | 4.69 | 5.00 | 5.33 | 1.14 |
| 0.75 | 2.37 | 2.89 | 3.52 | 1.49 |
| 1.50 | 1.34 | 2.04 | 3.11 | 2.32 |
| 3.00 | 0.57 | 1.44 | 3.64 | 6.36 |

Doubling the light from $x=1.5$ to $x=3$ lowers the naive figure by more than half and raises the true error from 3.11 % to 3.64 %.

With $\mu$ fixed instead, more cells reduce $x$. Since the series of $F$ has positive coefficients, $F$ falls towards 1. This comparison also holds the detection efficiency fixed. In practice, smaller cells on the same area tend to lose sensitive area to their borders, so the gain has to be weighed against a smaller $\mu$.

**How far a real detector departs from this**

Your inputs are rough but ordinary values for a plastic scintillator and an SiPM, except that the load of 1.5 is high for a detector meant to respond nearly linearly, and the 30 % light collection is favourable for a 9 mm² sensor. A 2 MeV electron travels about 1 cm in plastic, so this value needs a scintillator not much larger than that, wrapped in a good reflector; a larger block gives a smaller load. The assumption most dependent on the scintillator is that each cell fires at most once. I modelled recovery with a 50 ns time constant, taking both trigger probability and charge proportional to the recovered overvoltage. For a 2 ns decay this adds only 0.26 % to the mean charge and lowers $F$ slightly, to 2.29. For a 40 ns decay at the same load it adds 22 %, and $F$ drops to 1.56. These figures depend on the assumed trigger law: with a trigger probability proportional to $1-e^{-2v}$, where $v$ is the recovered fraction of the overvoltage, they become 27 % and 1.44. The static formula then fails, though the general bound $F\ge1$ remains.

The other effects were sized one at a time in the static model, starting from $F=2.32$:

- **Crosstalk.** If each fired cell tries to trigger each of its four neighbours with probability 2.5 %, the number of fired cells rises by 2.2 % and $F$ becomes about 2.6.
- **Charge fluctuations.** If the charge of a fired cell varies at random from pulse to pulse, independently in each cell and with relative variance $v$, the variance per cell becomes $p(1+v)-p^2=p(1-p)+vp$. This is larger by the factor $1+v/(1-p)=1+ve^x$. A 5 % gain spread and 3 % afterpulses, each counted as a full extra charge, give $F=2.63$.
- **Uneven light.** With 30 % more light on half the cells and 30 % less on the other half, $F=2.52$. The sign depends on the load: at $x=5$ the same unevenness lowers $F$ from 29.5 to 23.1, because the dimmer half is less saturated.
- **Dark counts.** At 100 kHz/mm² and a 200 ns gate there are 0.18 per pulse, negligible beside 1243 fired cells.
- **Scintillator spread.** An intrinsic spread of 3 % in the light adds in quadrature and gives $\sqrt{3.11^2+3^2}\,\%=4.32\,\%$, against 3.63 % with an ideal counter.

Calibration suffers from the same shallow slope. Since $d\ln\mu/d\ln\langle n\rangle=F$, a small relative error in the gain appears in the inferred light multiplied by about $F$. If the breakdown voltage rises by 0.05 V/K at an overvoltage of 3 V, one kelvin of warming lowers the gain by 1.67 % and the inferred light by 3.76 %. The linear estimate $1.67\,\%\times2.32=3.9\,\%$ is slightly larger because the logarithm is curved. The change of detection efficiency with temperature is not included.

For your device, then, 3.11 % is the photon-statistical contribution in the ideal static model. Crosstalk, charge fluctuations (gain spread with afterpulses) and uneven light raise it: with the values of $F$ above, $\sqrt{F/\mu}$ is 3.2 to 3.3 % for each of these three alone, and more when they act together. Use the $F$ that fits your sensor, add the scintillator spread in quadrature, and state the calibration error separately. The complete set of values is in the numerical output below.

## Numbers as computed

```
Device side: 3 mm
Cell pitch: 75 um
Number of cells N: 1600
Deposited energy: 2000 keV
Light yield: 10 photons/keV
Light collection: 30 %
Detection efficiency: 40 %
Photons on device: 6000
Mean potential triggers mu: 2400
Load x = mu/N: 1.500
Mean fired cells: 1243.0
Standard deviation of fired cells: 16.65
Square root of mean fired cells: 35.26
Variance/mean of fired cells: 0.2231
Response slope: 0.2231 cells/trigger
Error of inferred mu: 74.64 triggers
Ideal Poisson error: 48.99 triggers
Excess variance factor F: 2.321
Excess error factor sqrt(F): 1.524
Naive relative error: 1.34 %
Naive energy error: 26.8 keV
Ideal relative error: 2.04 %
Ideal energy error: 40.8 keV
True relative error: 3.11 %
True energy error: 62.2 keV
Error limit from Fisher information: 74.64 triggers
Spread of logarithmic inversion: 74.78 triggers
Bias of logarithmic inversion: 1.74 triggers
Error for K itself, K fixed: 56.32 triggers
Error, fixed incident photons: 67.90 triggers
Ideal lossy counter, fixed photons: 37.95 triggers
Table: x, variance/mean, naive %, ideal %, true %, F
  0.25  0.779  4.69  5.00  5.33  1.136
  0.75  0.472  2.37  2.89  3.52  1.489
  1.50  0.223  1.34  2.04  3.11  2.321
  3.00  0.050  0.57  1.44  3.64  6.362
Load of least relative error: 1.5936
Least relative error at this N: 3.107 %
Decay, slow decay, recovery: 2, 40, 50 ns
Recovery, fast pulse: added charge: 0.26 %
Recovery, slow pulse: added charge: 22.3 %
Recovery, slow pulse: F: 1.56
Crosstalk 10 %: added fired cells: 2.2 %
Crosstalk 10 %: F (sampled): 2.6
Gain spread 5 %, afterpulses 3 %: F: 2.63
Uneven light +-30 %: F: 2.52
Dark counts (100 kHz/mm2, 200 ns): 0.18 per gate
True error with 3 % intrinsic spread: 4.32 %
Ideal error with 3 % intrinsic spread: 3.63 %
Gain change per K (0.05 V/K, 3 V over): -1.67 %
Resulting shift of inferred mu per K: -3.76 %
```
